# Stability limit of velocity Verlet for an N-H stretch

## Problem

Ammonia is a nitrogen source in the growth of nitride films. In a classical molecular dynamics simulation of its reactions, the N-H stretches are among the fastest motions. Model one such stretch as a harmonic oscillator with wavenumber $w=3400\ \mathrm{cm^{-1}}$. Its displacement $x$ and velocity $v$ obey

$$
\dot x=v,\qquad \dot v=-\omega^2x,\qquad \omega=2\pi c w .
$$

The motion is integrated by velocity Verlet with a fixed time step $h$, in exact arithmetic.

(a) Write one time step as a linear map of $x$ and $u=v/\omega$.

(b) Show that every trajectory stays bounded when $\omega h<2$, and find what happens at and above $\omega h=2$.

(c) Show that for this stretch the integration becomes unstable above a time step of about 3.1 fs.

(d) Find the errors in the vibrational wavenumber and in the energy at stable steps. Is a step just below the limit usable?

(e) Estimate how anharmonicity changes the answer, using a Morse bond of depth 5 eV and a temperature of 600 K.

## Solution

### (a) One step as a matrix

Velocity Verlet applies half of the velocity change, moves the coordinate, and then applies the second half with the new force:

$$
v_{1/2}=v-\frac{h\omega^2}{2}x,\qquad
x'=x+h\,v_{1/2},\qquad
v'=v_{1/2}-\frac{h\omega^2}{2}x' .
$$

The mass has already cancelled, because the force constant divided by the mass is $\omega^2$. Define the dimensionless step $a=\omega h>0$ and divide the velocities by $\omega$. The half-step velocity becomes $u_{1/2}=u-ax/2$, so

$$
x'=x+a\left(u-\frac a2x\right)=\left(1-\frac{a^2}{2}\right)x+au .
$$

The second half kick gives

$$
\begin{aligned}
u'&=u-\frac a2x-\frac a2\left[\left(1-\frac{a^2}{2}\right)x+au\right]\\
&=-a\left(1-\frac{a^2}{4}\right)x+\left(1-\frac{a^2}{2}\right)u .
\end{aligned}
$$

With the abbreviations $p=1-a^2/2$ and $s=1-a^2/4$, the map is

$$
\begin{pmatrix}x'\\u'\end{pmatrix}
=M\begin{pmatrix}x\\u\end{pmatrix},\qquad
M=\begin{pmatrix}p&a\\-as&p\end{pmatrix}.
$$

Its determinant is

$$
p^2+a^2s=1-a^2+\frac{a^4}{4}+a^2-\frac{a^4}{4}=1 ,
$$

and its trace is $2p=2-a^2$. The unit determinant means that the map preserves area in the $(x,u)$ plane. This alone does not keep a trajectory bounded, since an area can be stretched in one direction and squeezed in another.

### (b) Stable, marginal and unstable steps

**Below the limit.** Consider the quadratic form $Q=u^2+sx^2$. After one step it is

$$
\begin{aligned}
Q'&=(-asx+pu)^2+s(px+au)^2\\
&=a^2s^2x^2-2apsxu+p^2u^2+sp^2x^2+2apsxu+a^2su^2\\
&=(p^2+a^2s)(u^2+sx^2)=Q .
\end{aligned}
$$

The cross terms cancel, and the last equality uses the unit determinant. Thus $Q$ is conserved for every step size. For $a<2$ the coefficient $s$ is positive, so the curve $Q=\text{constant}$ is an ellipse. The points of a trajectory lie on that ellipse and satisfy

$$
|u_n|\le\sqrt{Q},\qquad |x_n|\le\sqrt{Q/s}.
$$

This proves boundedness. The ellipse also shows how stability is lost: as $a$ approaches 2, $s$ tends to zero and the ellipse becomes arbitrarily long in the $x$ direction.

**At the limit.** For $a=2$ we have $p=-1$ and $s=0$, hence

$$
x'=-x+2u,\qquad u'=-u .
$$

The second relation gives $u_n=(-1)^nu_0$. Inserting this in the first gives

$$
x_n=(-1)^n(x_0-2nu_0).
$$

The formula holds at $n=0$, and one further step changes the sign and adds another $-2u_0$ inside the bracket. The displacement therefore grows linearly unless $u_0=0$. For $x_0=0$ and $u_0=1$ the formula gives $x_{50}=-100$, which direct stepping reproduces.

**Above the limit.** The eigenvalues of $M$ satisfy

$$
\lambda^2-(2-a^2)\lambda+1=0,
$$

with solutions

$$
\lambda_\pm=1-\frac{a^2}{2}\pm\frac a2\sqrt{a^2-4}.
$$

For $a>2$ they are real and distinct. Their product is 1 and their sum is negative, so both are negative and one has magnitude greater than 1. That magnitude is

$$
|\lambda_-|=\frac{a^2}{2}-1+\frac a2\sqrt{a^2-4}
=\left(\frac a2+\sqrt{\frac{a^2}{4}-1}\right)^2 .
$$

Expanding the square confirms the last form. A general start contains some of the eigenvector belonging to $\lambda_-$, so its displacement eventually grows by this factor at each step and changes sign each time. The one exceptional direction is the decaying eigenvector.

Physically, the force is evaluated at one position and then used for too long. The atom is carried past equilibrium to a larger displacement on the other side, where the restoring force is larger still, and the next step overshoots further. The growth comes from the integrator, since the exact harmonic motion has constant amplitude.

### (c) The time step in femtoseconds

The boundary $\omega h=2$ gives

$$
h_{\max}=\frac2\omega=\frac{2}{2\pi cw}=\frac{1}{\pi cw}=\frac T\pi ,
$$

where $T=1/(cw)$ is the vibrational period. The speed of light is $c=2.9979\times10^{-5}\ \mathrm{cm/fs}$, so

$$
\omega=2\pi(2.9979\times10^{-5})(3400)\ \mathrm{fs^{-1}}=0.6404\ \mathrm{rad/fs},
$$

$$
h_{\max}=\frac{2}{0.6404}\ \mathrm{fs}=3.12\ \mathrm{fs}.
$$

This is the required result. The factor $2\pi$ matters: $w$ counts cycles per centimetre, whereas the equation of motion contains an angular frequency.

The period is 9.81 fs, so the limit corresponds to $\pi$ steps per true period.

The threshold can be found without using the eigenvalues. Trajectories started with $x_0=u_0=1$ were followed for up to 20 000 steps and classed as unstable if $|x|$ exceeded $10^6$. Repeated halving of the interval between 2 and 4 fs placed the boundary at 3.1228 fs, in agreement with the formula.

At $h=3.2$ fs, only slightly above the limit, $a=2.0494$. The growth factor is

$$
\left(1.0247+\sqrt{1.0247^2-1}\right)^2=1.558
$$

per step. Once the growing eigenvector dominates, a tenfold increase takes

$$
3.2\ \mathrm{fs}\times\frac{\ln10}{\ln1.558}=16.6\ \mathrm{fs},
$$

which is less than two vibrational periods.

### (d) Stability is not accuracy

For $0<a<2$ the eigenvalues are a complex conjugate pair with product 1. They can be written as $e^{\pm i\theta}$, and their sum gives

$$
2\cos\theta=2-a^2 .
$$

Since $1-\cos\theta=2\sin^2(\theta/2)$, it follows that

$$
\sin\frac\theta2=\frac a2,\qquad
\theta=2\arcsin\frac a2 .
$$

Each component of the trajectory is a combination of $e^{in\theta}$ and $e^{-in\theta}$, so $\theta$ is the phase advance per step. The true advance is $a$. The simulated oscillation therefore has the apparent wavenumber

$$
w_{\mathrm{app}}=w\frac\theta a
=w\left(1+\frac{a^2}{24}+\cdots\right).
$$

The expansion follows from $\arcsin z=z+z^3/6+\cdots$ with $z=a/2$. The simulated bond vibrates too fast, with a relative error that is quadratic in the step when the step is small.

The energy error follows from the conserved form. In units where the harmonic energy is $\varepsilon=x^2+u^2$, we have

$$
\varepsilon=Q+(1-s)x^2=Q+\frac{a^2}{4}x^2 .
$$

Start at the equilibrium position, $x_0=0$, so that $\varepsilon_0=Q=u_0^2$. Because $x^2\le Q/s$,

$$
\frac{\varepsilon}{\varepsilon_0}
\le1+\frac{1-s}{s}=\frac1s=\frac{1}{1-a^2/4}.
$$

This is an upper bound on the energy at whole steps. The energy oscillates between limits and does not drift, because the points remain on a fixed ellipse.

| $h$ (fs) | $a$ | $w_{\mathrm{app}}$ (cm$^{-1}$) | Bound on $\varepsilon/\varepsilon_0$ |
|---:|---:|---:|---:|
| 0.5 | 0.320 | 3415 | 1.026 |
| 1.0 | 0.640 | 3461 | 1.114 |
| 2.0 | 1.281 | 3690 | 1.695 |
| 3.0 | 1.921 | 4563 | 12.97 |

Trajectories of 20 000 steps at these four values stayed within the energy bound and came within 1% of it. Their phase advance, obtained by counting sign changes of $x$, also agreed with $\theta$ to within the resolution of the count.

At 3.0 fs the motion is stable but useless as a description of the vibration: the wavenumber is 34% too high, and the energy can rise to nearly 13 times its starting value. At 0.5 fs the wavenumber error is 15 cm$^{-1}$, or 0.4%, and the energy bound is 2.6% above the start. For this harmonic mode, 0.5 fs is a reasonable choice if errors of that size are acceptable.

### (e) What anharmonicity changes

**The wavenumber to insert.** The stability formula needs the harmonic wavenumber, which is fixed by the curvature at the potential minimum. A measured fundamental is instead the spacing between the lowest two quantum levels. For a Morse bond these differ, and the difference can be calculated.

Let $y$ be the stretch multiplied by the Morse range parameter, $D$ the depth, and $E_e=\hbar\omega_e$ the harmonic quantum. In units of $D$ the Hamiltonian is

$$
\frac HD=-\kappa^2\frac{d^2}{dy^2}+(1-e^{-y})^2,\qquad
\kappa=\frac{E_e}{2D}.
$$

Near $y=0$ the potential is $y^2$, and this Hamiltonian then has level spacing $2\kappa$, or $E_e$ after multiplication by $D$, as it should.

Put $z=e^{-y}$ and $\phi=e^{-\alpha y-z/\kappa}$. Since $dz/dy=-z$,

$$
\kappa^2\frac{\phi''}{\phi}
=\kappa^2\alpha^2-\kappa(2\alpha+1)z+z^2 .
$$

For an eigenfunction with energy $\epsilon D$ this must equal $1-2z+z^2-\epsilon$. Matching powers of $z$ gives $\alpha=1/\kappa-1/2$ and

$$
\epsilon_0=1-\left(1-\frac\kappa2\right)^2=\kappa-\frac{\kappa^2}{4}.
$$

This function has no node, so it is the ground state. For the next level try $\psi=(z-g)\phi$, with a new $\alpha$ and $\epsilon=1-\kappa^2\alpha^2$. The terms in which a derivative acts on $z-g$ are $z\phi-2z\phi'$, where $\phi'=(-\alpha+z/\kappa)\phi$. After division by $\kappa^2z\phi$, the eigenvalue equation becomes

$$
1+2\alpha-\frac{2z}{\kappa}
=(z-g)\left(\frac{2\alpha+1}{\kappa}-\frac{2}{\kappa^2}\right).
$$

The coefficient of $z$ requires $\alpha=1/\kappa-3/2$. The bracket is then $-2/\kappa$, and the constant term gives $g=\kappa(2\alpha+1)/2=1-\kappa$. For the small $\kappa$ used here, $g$ is positive and the function has one node, so it is the first excited state. Its energy is

$$
\epsilon_1=1-\left(1-\frac{3\kappa}{2}\right)^2
=3\kappa-\frac{9\kappa^2}{4}.
$$

The observed quantum is therefore

$$
E_{\mathrm{obs}}=D(\epsilon_1-\epsilon_0)
=2D(\kappa-\kappa^2)=E_e-\frac{E_e^2}{2D}.
$$

Suppose now that 3400 cm$^{-1}$, or 0.4215 eV, is the observed fundamental. Solving the quadratic equation and taking the root that tends to $E_{\mathrm{obs}}$ for large $D$ gives

$$
E_e=D\left(1-\sqrt{1-\frac{2E_{\mathrm{obs}}}{D}}\right)
=5\left(1-\sqrt{1-\frac{0.8430}{5}}\right)\mathrm{eV}
=0.441\ \mathrm{eV}.
$$

This corresponds to 3557 cm$^{-1}$. Numerical diagonalization of the Morse Hamiltonian with that harmonic wavenumber returns a fundamental of 3400.00 cm$^{-1}$. The stability limit of the linearized motion becomes

$$
3.123\ \mathrm{fs}\times\frac{3400}{3557}=2.99\ \mathrm{fs},
$$

about 4% shorter than before.

**Motion at finite amplitude.** The classical Morse equation is

$$
\ddot y=-\omega^2(e^{-y}-e^{-2y})
=-\omega^2\left(y-\frac32y^2+\cdots\right).
$$

To isolate the effect of the bond shape, keep the curvature at the minimum equal to that of the original 3400 cm$^{-1}$ oscillator. Start at $y=0$, moving outward, with total energy $k_BT=0.0517$ eV, the mean energy of a classical harmonic mode at 600 K. The exact motion is bound, since this energy is far below 5 eV.

With $h=0.5$ fs, the largest energy in 20 000 steps is 1.028 times the starting energy. With $h=2.704$ fs, however, the computed energy exceeds the bond depth after ten steps, although this step is below the harmonic limit. At that step it is 474 times its starting value, or about 25 eV. One step later it is about 94 eV and the atoms fly apart. The integrator has broken the bond, although the exact motion stays bound.

This step was chosen to make $a=\sqrt3$. Then $\cos\theta=-1/2$ and $\theta=2\pi/3$, so the harmonic map repeats after three steps. The quadratic part of the Morse force is then sampled at the same three phases in each cycle, and its effects can accumulate. The resonance can be isolated at small amplitude. With a starting energy of $10^{-4}k_BT$, the step $a=\sqrt3$ still fails, after about 4100 steps, while $a=1.70$ and $a=1.76$ stay bound for 20 000 steps. At the full energy $k_BT$ the failure is not confined to this step, since $a=1.70$, 1.80 and 1.90 also fail within 13 steps. How much of the rapid failure at 600 K is due to the resonance alone is therefore not settled. The result does show that $\omega h<2$ does not guarantee stability for an anharmonic bond at finite amplitude.

At $h=3.2$ fs the Morse trajectory exceeds the bond depth after five steps. In this run, the softening of the bond on stretching does not prevent the failure. The outcome depends on the start: released from rest at either turning point with the same energy, the trajectory stays below the bond depth for 20 000 steps at this step size.

**Comparison with ammonia.** A wavenumber of 3400 cm$^{-1}$ and a depth of 5 eV are rough typical values for an N-H bond. The temperature of 600 K is only an example, since growth temperatures depend strongly on the film and the method. The real molecule has several coupled vibrations. In the harmonic approximation they separate into normal modes, and the linear Verlet map separates in the same way, so the mode with the largest $\omega$ sets the limit. In ammonia this is the degenerate antisymmetric stretch. A PBE0 calculation in small basis sets puts its harmonic wavenumber near 3625 cm$^{-1}$, which gives a limit of about 2.93 fs. Anharmonicity enters in two ways. If 3400 cm$^{-1}$ is read as the observed fundamental, the Morse estimate shortens the harmonic limit by about 4%. At thermal amplitude, the Morse run also failed at 2.7 fs, below the harmonic limit. That step is not the shortest that fails. With the same start and steps spaced by 0.01 fs, the energy exceeds the bond depth within 10 000 steps for $h$ from 2.19 to 2.31 fs and for every $h$ from 2.55 fs upward. The first range contains $a=\sqrt2$, or 2.21 fs, where the harmonic map repeats after four steps. With the starting energy raised to $k_BT$ at 1300 K, every step from 2.18 fs upward fails. A reactive trajectory moves far from the potential minimum, where the harmonic limit is no longer a sufficient guide. Its time step should be checked by halving it and comparing the energy conservation and the averaged results. Individual trajectories are a poor basis for this comparison, because their phases drift apart even when both steps are acceptable.

There is also a limitation that no time step removes. The vibrational quantum is about 8 times $k_BT$ at 600 K, so the real stretch is strongly quantum mechanical. A smaller step gives a better solution of the classical equations, but it does not supply the zero-point motion they omit.

## Values computed for the example and the checks

```
wavenumber: 3400 per cm
angular frequency: 0.64044 rad/fs
vibrational period: 9.811 fs
stability limit from formula: 3.1228 fs
stability limit from trajectories: 3.1228 fs
h = 0.5 fs: omega*h = 0.3202
  apparent wavenumber: 3414.7 per cm
  energy ceiling / starting energy: 1.0263
h = 1.0 fs: omega*h = 0.6404
  apparent wavenumber: 3461.0 per cm
  energy ceiling / starting energy: 1.1143
h = 2.0 fs: omega*h = 1.2809
  apparent wavenumber: 3690.0 per cm
  energy ceiling / starting energy: 1.6954
h = 3.0 fs: omega*h = 1.9213
  apparent wavenumber: 4563.4 per cm
  energy ceiling / starting energy: 12.9655
at the limit, x after 50 steps (x0=0, u0=1): -100.000
h = 3.2 fs: omega*h = 2.0494
  growth factor per step: 1.5584
  time for tenfold growth: 16.61 fs
Morse depth: 5.0 eV
Morse fundamental by diagonalization: 3400.00 per cm
harmonic wavenumber behind it: 3556.9 per cm
limit with that harmonic wavenumber: 2.985 fs
temperature: 600 K
thermal energy kT: 0.0517 eV
vibrational quantum: 0.4215 eV
vibrational quantum / kT: 8.15
Morse, h = 0.500 fs: largest / starting energy 1.028
  energy stays below bond depth; steps run: 20000
Morse, h = 2.704 fs: largest / starting energy 474.3
  energy exceeds bond depth; steps run: 10
Morse, h = 3.200 fs: largest / starting energy 236.7
  energy exceeds bond depth; steps run: 5
harmonic ceiling at three steps per period: 4.00
```
